# First half: circular paths and their travel time

## The result

A resist film dissolves at a rate that depends on the depth $z$ alone, and depends on it linearly:

$$r(z)=r_0+gz,\qquad r>0,\quad g\neq0 .$$

Here $z$ is measured downward from the top of the film, $r_0$ is the rate at the top, and the constant $g$ has the unit of inverse time. If $g<0$, deeper resist dissolves more slowly. Two points are separated by $\Delta x$ sideways and $\Delta z$ in depth, and the rates at them are $r_1$ and $r_2$. If developer is present at the first point at time zero, and if no boundary gets in the way, it reaches the second point after

$$\boxed{\,T=\frac1{|g|}\,\operatorname{arccosh}\!\left[1+\frac{g^2(\Delta x^2+\Delta z^2)}{2r_1r_2}\right]\,}\tag{1}$$

The path that takes this time is an arc of a circle. Its centre lies at the depth where the linear law, continued beyond the film if necessary, gives zero rate. If one point is directly above the other, the arc becomes a vertical straight line.

The condition about boundaries matters. A film is a slab, and the arc between two of its points can leave the slab. Formula (1) is then too short for the real film. The second half gives the correct time for a source at the top of a film that dissolves fastest there, and for paths from top to bottom through any layered film.

## From a moving front to a fastest path

Three assumptions define the model. Dissolution is isotropic, so the front between developer and solid resist advances along its own normal at the local rate $r$. The rate at a given place does not change with time. Developer is supplied fast enough that its concentration at the front is the same everywhere.

Let $T(x,z)$ be the time at which the front reaches the point $(x,z)$. At time $t$ the front is the curve $T=t$. During $dt$ it advances by $r\,dt$ along its normal, which is the direction of $\nabla T$. Over that distance $T$ rises by $|\nabla T|\,r\,dt$, and this rise must equal $dt$. Therefore

$$|\nabla T|=\frac1r .\tag{2}$$

This is the eikonal equation. To connect it with paths, take any curve from the source to a point $P$, with arc length $s$ and unit tangent $\mathbf t$. Along the curve,

$$\frac{dT}{ds}=\mathbf t\cdot\nabla T\le|\nabla T|=\frac1r .$$

Since $T=0$ at the source, integration gives

$$T(P)\le\int\frac{ds}{r}.\tag{3}$$

The right side is the time needed to follow the curve at the local dissolution rate. Equality holds if the curve is everywhere parallel to $\nabla T$. The arrival time is thus the shortest travel time. The "developer path" is the line along which dissolution first opens the way to $P$. It is not the track of a molecule in the liquid.

It is enough to consider the vertical plane through the two points. Project any other path horizontally onto that plane. Each piece keeps its depth, and so its rate, while its length cannot increase. The projected path is therefore at least as fast.

## The equations of a fastest path

Let $\theta$ be the angle between the path and the downward vertical:

$$\frac{dx}{ds}=\sin\theta,\qquad \frac{dz}{ds}=\cos\theta .$$

Let $x$ increase toward the target, so that $0\le\theta\le\pi$ will suffice. With an arbitrary parameter $\sigma$ along the path, and dots for derivatives with respect to it, the travel time is

$$\int L\,d\sigma,\qquad L=\frac{\sqrt{\dot x^2+\dot z^2}}{r(z)} .$$

The integrand does not contain $x$ itself, so the Euler–Lagrange equation for $x$ states that $\partial L/\partial\dot x$ is constant. This derivative is $\dot x/(r\sqrt{\dot x^2+\dot z^2})$, which gives

$$p=\frac{\sin\theta}{r}=\text{constant}.\tag{4}$$

This is Snell's law for the front: where the rate is higher, the path is closer to horizontal.

The equation for $z$ gives the curvature. Once the variation has been taken, arc length may serve as the parameter, so that $\dot x^2+\dot z^2=1$. Then $\partial L/\partial\dot z=\cos\theta/r$ and $\partial L/\partial z=-g/r^2$, and the equation reads

$$\frac{d}{ds}\left(\frac{\cos\theta}{r}\right)=-\frac{g}{r^2}.$$

Because $dr/ds=g\cos\theta$, the left side is

$$-\frac{\sin\theta}{r}\frac{d\theta}{ds}-\frac{g\cos^2\theta}{r^2}.$$

Moving the second term to the right and using $1-\cos^2\theta=\sin^2\theta$ gives

$$\frac{\sin\theta}{r}\frac{d\theta}{ds}=\frac{g\sin^2\theta}{r^2}.$$

If $\sin\theta\ne0$, division by $\sin\theta/r$ leaves

$$\frac{d\theta}{ds}=\frac{g\sin\theta}{r}=pg .\tag{5}$$

Both $p$ and $g$ are constant, so the path turns by equal angles over equal lengths. It is a circle of radius

$$\rho=\frac1{p|g|}.$$

If $p=0$, then $\sin\theta=0$ along the whole path, which is a vertical line.

## Where the centre lies

It helps to replace depth by the distance from the plane of zero rate:

$$y=\frac{r}{|g|}.$$

Since $dy/dz=g/|g|=\pm1$, the coordinate $y$ is the depth, shifted and, for $g<0$, reversed. Lengths and circles are the same in $(x,y)$ as in $(x,z)$. A larger $y$ means faster resist.

Equation (4) gives $r=\sin\theta/p$, hence $y=\rho\sin\theta$. For the sideways coordinate, (5) gives

$$\frac{dx}{d\theta}=\frac{\sin\theta}{pg},\qquad x=x_c-\frac{\cos\theta}{pg},$$

where $x_c$ is a constant of integration. Squaring and adding,

$$(x-x_c)^2+y^2=\rho^2(\cos^2\theta+\sin^2\theta)=\rho^2 .\tag{6}$$

The centre is at $y=0$, as stated. The path is the graph $y=\sqrt{\rho^2-(x-x_c)^2}$. This function is concave, so the arc lies on the large-$y$ side of its chord. The path bends away from the straight line into faster resist: toward the top if $g<0$, toward the substrate if $g>0$.

Put the first point at $x=0$ and the second at $x=X>0$. Both must satisfy (6), so

$$x_c^2+y_1^2=(X-x_c)^2+y_2^2 .$$

Expanding the square cancels $x_c^2$ and leaves

$$x_c=\frac{X^2+y_2^2-y_1^2}{2X},\qquad \rho=\sqrt{x_c^2+y_1^2}.\tag{7}$$

There is one such circle for each pair of points with $X\neq0$.

## The travel time along the arc

From (5), $ds=d\theta/(pg)$, and from (4), $pr=\sin\theta$. The time element is therefore

$$dt=\frac{ds}{r}=\frac{d\theta}{pgr}=\frac{d\theta}{g\sin\theta}.$$

The function $u(\theta)=\ln\tan(\theta/2)$ has the derivative

$$\frac{1}{2\sin(\theta/2)\cos(\theta/2)}=\frac1{\sin\theta},$$

so that

$$gT=u(\theta_2)-u(\theta_1).$$

To remove the angles, take the hyperbolic cosine. With $a=\sin(\theta/2)$ and $b=\cos(\theta/2)$, we have $e^u=a/b$, and hence

$$\cosh u=\frac12\left(\frac ab+\frac ba\right)=\frac1{2ab}=\frac1{\sin\theta},$$

$$\sinh u=\frac12\left(\frac ab-\frac ba\right)=\frac{a^2-b^2}{2ab}=-\frac{\cos\theta}{\sin\theta}.$$

The addition theorem $\cosh(u_2-u_1)=\cosh u_2\cosh u_1-\sinh u_2\sinh u_1$ then gives

$$\cosh(gT)=\frac{1-\cos\theta_1\cos\theta_2}{\sin\theta_1\sin\theta_2}.\tag{8}$$

The squared distance $d^2=\Delta x^2+\Delta z^2$ between the end points contains the same combination. On the circle, $|\Delta x|=\rho|\cos\theta_2-\cos\theta_1|$ and $\Delta y=\rho(\sin\theta_2-\sin\theta_1)$, so

$$d^2=2\rho^2\left(1-\cos\theta_1\cos\theta_2-\sin\theta_1\sin\theta_2\right).$$

Division by $2y_1y_2=2\rho^2\sin\theta_1\sin\theta_2$ yields

$$\frac{d^2}{2y_1y_2}=\frac{1-\cos\theta_1\cos\theta_2}{\sin\theta_1\sin\theta_2}-1=\cosh(gT)-1 .$$

The hyperbolic cosine is even, so $gT$ may be replaced by $|g|T$. With $y_1y_2=r_1r_2/g^2$ this is formula (1).

For a vertical path, direct integration gives

$$T=\left|\int\frac{dz}{r}\right|=\frac{|\ln(r_2/r_1)|}{|g|}.\tag{9}$$

This agrees with (1), because

$$\cosh\ln\frac{r_2}{r_1}=\frac12\left(\frac{r_2}{r_1}+\frac{r_1}{r_2}\right)=1+\frac{(r_2-r_1)^2}{2r_1r_2}$$

and $r_2-r_1=g\Delta z$.

## Why the arc is the fastest path of all

The Euler–Lagrange equations find stationary paths, and a stationary path need not be the fastest. The inequality that led to (3) settles the question, provided that (1) satisfies the eikonal equation. Place the source at $(0,y_1)$ and write

$$T=\frac{\operatorname{arccosh}w}{|g|},\qquad w=\frac{x^2+y^2+y_1^2}{2yy_1}.$$

This $w$ is the bracket in (1). Its derivatives are

$$w_x=\frac{x}{yy_1},\qquad w_y=\frac1{y_1}-\frac wy .$$

The definition of $w$ gives $x^2=2yy_1w-y^2-y_1^2$, so

$$w_x^2=\frac{2w}{yy_1}-\frac1{y_1^2}-\frac1{y^2},\qquad
w_y^2=\frac1{y_1^2}-\frac{2w}{yy_1}+\frac{w^2}{y^2}.$$

Four terms cancel in the sum, which is $(w^2-1)/y^2$. Since the derivative of $\operatorname{arccosh}w$ is $1/\sqrt{w^2-1}$,

$$|\nabla T|^2=\frac{w_x^2+w_y^2}{g^2(w^2-1)}=\frac1{g^2y^2}=\frac1{r^2}.$$

Thus (2) holds everywhere except at the source itself, where $T$ goes continuously to zero. By (3), no path in the region $r>0$ is faster than $T$, and the arc takes the time $T$. It is the global minimum in that region.

## Weak gradients and long distances

The identity $\cosh v-1=2\sinh^2(v/2)$ turns (1) into

$$T=\frac2{|g|}\operatorname{arsinh}\frac{|g|d}{2\sqrt{r_1r_2}} .\tag{10}$$

For small argument, $\operatorname{arsinh}v\approx v-v^3/6$, and therefore

$$T\approx\frac{d}{\sqrt{r_1r_2}}\left(1-\frac{g^2d^2}{24\,r_1r_2}\right).$$

As $g\to0$ this becomes distance divided by rate. For a weak gradient, distance divided by the geometric mean of the two end rates is correct to first order in $g$. The arithmetic mean is equally good to that order.

For large argument, $\operatorname{arsinh}v\approx\ln 2v$, so for fixed end rates $T$ grows only logarithmically with distance. The arc then runs far into very fast resist. No film contains such resist, and so this limit shows why the boundaries have to be considered.

## The shape of the front

Setting $T=t$ and $\tau=|g|t$ in $w=\cosh(|g|T)$ gives $x^2+y^2+y_1^2=2yy_1\cosh\tau$. Completing the square in $y$,

$$x^2+(y-y_1\cosh\tau)^2=y_1^2\sinh^2\tau .\tag{11}$$

The front from a point source is also a circle. Its centre moves toward faster resist as time passes. Directly on the slow side of the source, the front stands at $y=y_1(\cosh\tau-\sinh\tau)=y_1e^{-\tau}$.

# Second half: real films and a worked example

## Symbols and results carried over

Depth is $z$, the film occupies $0\le z\le H$, and the rate is $r=r_0+gz$. The distance from the plane of zero rate is $y=r/|g|$, with the value $y_1=r_0/|g|$ at the top of the film. A fastest path keeps $p=\sin\theta/r$ constant, where $\theta$ is its angle from the downward vertical. In an unbounded medium it is a circle centred on $y=0$. From a source at $x=0$ to a target at $x=X$, the centre is at

$$x_c=\frac{X^2+y_2^2-y_1^2}{2X}$$

and the radius is $\rho=\sqrt{x_c^2+y_1^2}$. The travel time is

$$T=\frac1{|g|}\operatorname{arccosh}\frac{X^2+y_1^2+y_2^2}{2y_1y_2},$$

which is formula (1) written in terms of $y$. Any function $T$ that vanishes at the source and satisfies $|\nabla T|=1/r$ is a lower bound on the travel time of every path.

## Developer under a skin

Let the top of the film be covered by a thin insoluble skin with an opening whose edge is at $x=0$. Developer enters there at time zero and works sideways beneath the skin. Take first $g<0$, so that the resist is fastest just under the skin.

The arc $y=\sqrt{\rho^2-(x-x_c)^2}$ has its largest $y$ at $x=x_c$. If $x_c\le0$, then $y$ decreases all the way from source to target and the arc stays in the film. If $x_c>0$, the arc first rises to $y>y_1$, above the top surface, where there is no resist. The formula for $x_c$ turns the condition $x_c\le0$ into

$$X\le x_t(y)=\sqrt{y_1^2-y^2},\tag{12}$$

where $y$ belongs to the target. For more distant targets, the candidate is a path in two pieces. It runs along the underside of the skin at the rate $r_0$, then leaves horizontally on an arc. A horizontal start means that the centre of the arc has the same $x$ as the point of departure, so its radius is $y_1$ and it covers the sideways distance $x_t$. Inserting $X^2=y_1^2-y^2$ into the travel time makes the argument of the arccosh equal to $2y_1^2/(2yy_1)=y_1/y$. The total is

$$T=\frac{x-x_t(y)}{r_0}+\frac1{|g|}\operatorname{arccosh}\frac{y_1}{y},\qquad x\ge x_t(y).\tag{13}$$

To show that nothing is faster, differentiate. First, $\partial T/\partial x=1/r_0=1/(|g|y_1)$. With $dx_t/dy=-y/x_t$,

$$\frac{\partial T}{\partial y}=\frac1{|g|}\left(\frac{y}{y_1x_t}-\frac{y_1}{yx_t}\right)=\frac{y^2-y_1^2}{|g|\,yy_1x_t}=-\frac{x_t}{|g|\,yy_1}.$$

The squares add up to

$$|\nabla T|^2=\frac1{g^2y_1^2}\left(1+\frac{x_t^2}{y^2}\right)=\frac1{g^2y_1^2}\,\frac{y_1^2}{y^2}=\frac1{r^2}.$$

The two expressions for $T$ must also fit together at $x=x_t$. Their values agree by construction. For the direct arc, $w=y_1/y$ and $\sqrt{w^2-1}=x_t/y$ at this point, and the derivatives from the first half become

$$\frac{w_x}{|g|\sqrt{w^2-1}}=\frac1{|g|y_1},\qquad \frac{w_y}{|g|\sqrt{w^2-1}}=-\frac{x_t}{|g|\,yy_1}.$$

These are the derivatives of (13). The combined $T$ therefore satisfies the eikonal equation throughout the film without a kink, and it bounds the time of every path inside the film. The path in two pieces attains the bound. Neither kind of path goes deeper than its target, so the substrate does not interfere.

If $g>0$, the roles of top and bottom are exchanged. A path between two points under the skin, a distance $X$ apart, has $x_c=X/2$. It dives to the depth $\sqrt{X^2/4+y_1^2}-y_1$ and returns. Formula (1) holds as long as this depth does not exceed $H$. For more distant targets, the fastest path follows the substrate for part of the way, and (1) is too short.

## Any layered rate

Real rate profiles are not straight lines. For a path from the top of the film to the bottom there is a formula for any $r(z)$. Choose a number $p$ with $0\le p\le1/r_{\max}$, where $r_{\max}$ is the largest rate in the film. The pair $(pr,\sqrt{1-p^2r^2})$ is a unit vector, so by the Cauchy–Schwarz inequality

$$ds\ge pr\,dx+\sqrt{1-p^2r^2}\;|dz| .$$

Divide by $r$ and integrate. The path crosses every depth at least once, which gives

$$\int\frac{ds}r\ \ge\ F(p)=pX+\int_0^H\sqrt{\frac1{r^2}-p^2}\;dz .$$

Every allowed $p$ gives a lower bound, and the largest one is attained:

$$T=\max_{0\le p\le1/r_{\max}}F(p).\tag{14}$$

To see this, set the derivative of $F$ to zero:

$$X=\int_0^H\frac{pr}{\sqrt{1-p^2r^2}}\,dz .$$

The integrand is $\tan\theta$ for a path with $\sin\theta=pr$, so the condition states that this path lands on the target. Along it the inequality is an equality. If $F$ is still rising at $p=1/r_{\max}$, the path with that $p$ falls short of $X$, and a horizontal run in the fastest layer supplies the rest. That run costs $1/r_{\max}=p$ per unit length, so equality holds again. For a linear rate with $g<0$, the fastest layer is the one under the skin, and this is the path of (13).

## Worked example: undercutting a skin

The example is set in the regime of a diazonaphthoquinone–novolak resist for 365 nm light, exposed uniformly and covered by a slowly dissolving skin. All parameters are round and only roughly typical. The film is $H=1000$ nm thick and dissolves at 100 nm/s at the top and 40 nm/s at the bottom. Then

$$g=\frac{40-100}{1000}\ \text{s}^{-1}=-0.060\ \text{s}^{-1},\qquad y_1=\frac{100}{0.060}\ \text{nm}=1667\ \text{nm}.$$

The extended rate vanishes 1667 nm below the top, which is 667 nm below the substrate surface. Developer enters through a long opening 1000 nm wide. Both expressions for $T$ increase with sideways distance, so the nearer edge is the fastest source for a target under the skin. Distances are counted from that edge.

The target is at the bottom of the film, 800 nm sideways. Condition (12) allows a direct arc up to $\sqrt{1667^2-667^2}$ nm, or 1528 nm, so formula (1) applies:

$$1+\frac{0.060^2\,(800^2+1000^2)}{2\cdot100\cdot40}=1.738,\qquad T=\frac{\operatorname{arccosh}1.738}{0.060\ \text{s}^{-1}}=19.2\ \text{s}.$$

The centre of the arc is at

$$x_c=\frac{800^2+667^2-1667^2}{2\cdot800}\ \text{nm}=-1058\ \text{nm},$$

on the far side of the edge, and the radius is 1974 nm. At the source $\sin\theta=y_1/\rho=1667/1974$, so the path starts at 57.6° from the vertical. It gains sideways distance while the resist is fast and steepens as it descends.

Along the straight line of length $d=1281$ nm the rate changes linearly with distance, and the time is

$$\frac{d\,\ln(r_2/r_1)}{r_2-r_1}=\frac{1281\cdot\ln(100/40)}{60}\ \text{s}=19.6\ \text{s}.$$

The arc saves 2.0% of this, although it departs from the chord by up to 107 nm. A small saving is natural near a minimum: the time changes only in second order when the fastest path is displaced. For this target, the straight line would be a good estimate.

## The front after 12 seconds

At $t=12$ s, $\tau=0.060\cdot12=0.72$. Below the edge, the front is at the depth $y_1(1-e^{-0.72})=855$ nm. According to (11), the part reached by direct arcs is a circle of radius $y_1\sinh0.72=1306$ nm, with its centre $y_1(\cosh0.72-1)=451$ nm above the top of the film.

This circle ends where direct arcs end. There $x=x_t(y)$ and $\operatorname{arccosh}(y_1/y)=\tau$, so $y=y_1/\cosh\tau$ and $x=y_1\tanh\tau=1028$ nm. From there to the skin, the front follows (13), and it meets the skin at $r_0t=1200$ nm.

The film is first dissolved through to the substrate after $\ln(100/40)/0.060$ s, or 15.3 s. In the model the skin is by then undercut by about 1530 nm, more than the film thickness. Sideways attack under the skin outruns the downward attack because the fastest resist is at the top.

## Targets beyond the reach of direct arcs

For a target 2500 nm away at the bottom, the developer first runs $2500-1528=972$ nm along the skin. Equation (13) gives

$$T=\frac{972}{100}\ \text{s}+\frac{\operatorname{arccosh}(100/40)}{0.060}\ \text{s}=35.8\ \text{s}.$$

Formula (1) would give 35.5 s, which is 1% too short. For a target at the same distance directly under the skin, the true time is $2500/100=25.0$ s, while formula (1) gives 23.1 s, 8% below the true value. The missing time belongs to an arc through faster resist above the skin, which does not exist.

Now reverse the gradient, with 40 nm/s at the top and 100 nm/s at the bottom, and take a target under the skin 1200 nm away. The fastest path dives to a depth of 230 nm and arrives after 27.0 s. A straight run along the skin takes $1200/40=30.0$ s. Here the curved path saves 10%.

## How far a real film departs from the model

In lift-off processes, a resist can be given a surface layer that dissolves more slowly than the film below, so that development leaves an overhang. The model idealizes this layer as insoluble and the film below it as smoothly graded, with a rate that does not vary sideways. That fits a uniformly exposed film or a non-imaging underlayer. Where the opening is itself defined by the exposure, the resist under the overhang is largely unexposed and dissolves far more slowly, so the undercut is much smaller than the values found here. An arrival time of about 19 s is of the order of ordinary development times, which are tens of seconds. Its absolute value is no better than the assumed rates: if all rates are multiplied by a factor, $T$ is divided by it. The estimates below keep the main target, 800 nm sideways at the bottom, and change one assumption at a time. The three that alter the profile were obtained from (14), with numerical integration over depth and a numerical search for the best $p$.

- **Curved profile.** If the rate falls exponentially between the same end values, the time is 20.5 s, 7.0% longer than 19.2 s. An exponential lies below its chord, so every layer between top and bottom is slower than in the linear film.
- **Standing waves.** Light reflected from the substrate modulates the exposure with a period of $365/(2\cdot1.7)$ nm, or 107 nm, for a refractive index of 1.7. A rate modulation of $\pm30\%$, with a minimum at the substrate, gives 19.9 s, an increase of 3.7%. Other phases of the same modulation give increases from about 2% to about 4%. The effect depends strongly on the assumed amplitude: with $\pm60\%$ the time is 22.8 s.
- **Surface inhibition.** If the rate is halved at the top and the reduction decays with depth over 100 nm, the time is 20.2 s, an increase of 5.5%.
- **Loss of skin.** A skin 100 nm thick that dissolves at 1 nm/s loses 19 nm from an exposed face before the developer arrives. In the model this does not change the arrival time, because the edge recedes at about 1 nm/s while the developer beneath the skin advances at 100 nm/s. Even if the edge had been 19 nm closer to the target from the start, the arrival would be only 0.16 s earlier.

With a rate modulation of $\pm30\%$ and the other inputs chosen here, the largest of the estimates concerns the supply of developer. It is deliberately a high one, so the actual effect may be no larger than that of the curved profile. Dissolution consumes base at the front. Suppose that there are $10^4$ mol/m³ of acid sites in the resist, each taking up one base ion. At 100 nm/s the consumption is then $j=10^{-3}$ mol/(m² s). Let the diffusion coefficient be $D_b=10^{-9}$ m²/s and the base concentration in the bath 260 mol/m³. In steady diffusion the concentration drop is $j\Lambda/D_b$, where the length $\Lambda$ has three parts:

$$\Lambda=R\ln\frac{R}{a}+\frac{\ell h}{2a}+\frac{\ell}{\pi}\ln\frac{B}{a}.$$

Here $a=500$ nm is half the opening width, $R=a+d=1781$ nm the radius of a half-cylinder that contains the target, $h=100$ nm the skin thickness, and $B=10\,000$ nm the extent of still liquid above the opening. The front length is taken as $\ell=2a+\pi d=5023$ nm. The first and last terms describe radial diffusion in half-cylinders below and above the opening, and the middle term describes diffusion through the opening.

The sum is about 7550 nm, and the drop is 7.6 mol/m³, or 2.9% of the bath value. If the rate varies as the fourth power of the concentration, it falls by $1-0.971^4$, or about 11%. Applied to the whole film, this would lengthen the arrival time to about $19.2/0.89=21.6$ s. The estimate is meant to err on the high side, because it uses the top rate everywhere and an overlong front, but it is not a strict bound. In particular, the undercut just below the skin extends beyond $R$. It holds for one isolated opening. Neighbouring openings draw on the same liquid and would increase the depletion.

For these parameters, each of the three profile changes and the depletion estimate shifts the time by more than the 2% that separates the arc from the straight line. For this target, a measured arrival time alone would therefore be a poor test of the curved path.

All numerical values are calculated from the stated model.
